Why an Equiatomic Alloy Chain Has No Long-Range Order

**1. A chain of independent bonds**

Take an open row of sites, each holding an atom A or B, in which only nearest neighbours interact. Suppose first that AA and BB pairs have the same energy +V and that AB pairs have energy −V. Write s = +1 for A and s = −1 for B. The energy of the bond between sites i and i+1 is then V sᵢsᵢ₊₁.

Define the bond variable τᵢ = sᵢsᵢ₊₁, which is +1 for a like pair and −1 for an unlike pair. The first atom and the list of τ values fix the whole arrangement, and any list of τ values is allowed. The energy is V times the sum of the τᵢ, so the Boltzmann factor is a product of one factor per bond, and the bonds are statistically independent. With K = V/kT, where k is Boltzmann's constant,

P(τ) = e^(−Kτ) / (e^K + e^(−K)),

⟨τ⟩ = (e^(−K) − e^K) / (e^K + e^(−K)) = −tanh K.

Because s² = 1, the product of the n bonds between site 0 and site n is s₀sₙ: every intermediate spin occurs twice. Independence therefore gives

⟨s₀sₙ⟩ = ⟨τ⟩ⁿ = (−tanh K)ⁿ.

For finite K the magnitude of tanh K is below 1, so the correlation dies out exponentially. The rest of this appendix extends the result to unequal AA and BB energies, turns it into a statement about long-range order, and gives numbers.

**2. Pair energies, composition and conventions**

Let the pair energies E_AA, E_BB and E_AB be finite. Any function of two species that is symmetric under their exchange can be written

E(s,s′) = a + b(s + s′)/2 + V s s′.

Inserting the three cases gives E_AA = a + b + V, E_BB = a − b + V and E_AB = a − V. Hence

b = (E_AA − E_BB)/2,

V = (E_AA + E_BB − 2E_AB)/4.

Positive V favours unlike neighbours (ordering); negative V favours like neighbours (clustering). Some codes store W = E_AB − (E_AA + E_BB)/2 instead. The conversion is V = −W/2, and both the sign and the factor matter, because V enters an exponential.

Close the chain into a ring of N sites, so that each site belongs to two bonds. The middle term then sums to b Σsᵢ. Let the ring exchange atoms with a reservoir at chemical potentials μ_A and μ_B. The numbers of atoms are N_A = (N + Σsᵢ)/2 and N_B = (N − Σsᵢ)/2, so that

μ_A N_A + μ_B N_B = constant + (μ_A − μ_B) Σsᵢ/2.

This is subtracted from the energy. The terms linear in s cancel when

μ_A − μ_B = 2b = E_AA − E_BB.

What remains, V Σsᵢsᵢ₊₁, is unchanged when all A and B are exchanged. Hence ⟨s⟩ = 0 and the mean composition is c_A = c_B = 1/2. In an open chain the end atoms have one bond each, and the same choice of potentials leaves a field on them if b ≠ 0; the ring avoids this.

The Warren-Cowley parameter is

αₙ = 1 − P(B at n | A at 0)/c_B = 1 − P(A at 0, B at n)/(c_A c_B).

The indicator of A at site 0 is (1 + s₀)/2 and that of B at site n is (1 − sₙ)/2. With ⟨s⟩ = 0 their product averages to (1 − ⟨s₀sₙ⟩)/4. Dividing by c_A c_B = 1/4 gives

αₙ = ⟨s₀sₙ⟩.

**3. The transfer matrix**

Arrange the Boltzmann factors of one bond in a matrix, with rows and columns in the order A, B:

T = [[e^(−K), e^K], [e^K, e^(−K)]].

Multiplying such matrices sums over the species on the shared sites, so the partition function of the ring is Z = Tr Tᴺ. The vectors u₊ = (1,1) and u₋ = (1,−1) are eigenvectors:

T u₊ = (e^(−K) + e^K) u₊ = Λ₊u₊, with Λ₊ = 2 cosh K,

T u₋ = (e^(−K) − e^K) u₋ = Λ₋u₋, with Λ₋ = −2 sinh K.

The ratio that controls everything below is

λ = Λ₋/Λ₊ = −tanh K.

To insert s at a site, insert the matrix S = diag(1, −1). It exchanges the eigenvectors: S u₊ = u₋ and S u₋ = u₊. The correlation is

⟨s₀sₙ⟩ = Tr(S Tⁿ S Tᴺ⁻ⁿ)/Z.

Acting on u₊, the factor Tᴺ⁻ⁿ gives Λ₊ᴺ⁻ⁿ, S turns the vector into u₋, Tⁿ gives Λ₋ⁿ, and the last S restores u₊. Starting from u₋ exchanges the roles. Therefore

αₙ = (Λ₊ᴺ⁻ⁿΛ₋ⁿ + Λ₋ᴺ⁻ⁿΛ₊ⁿ)/(Λ₊ᴺ + Λ₋ᴺ) = (λⁿ + λᴺ⁻ⁿ)/(1 + λᴺ).

The second term is the correlation carried the other way round the ring. At fixed T > 0, K is finite and |λ| < 1. Letting N → ∞ at fixed n gives

αₙ = λⁿ = (−tanh(V/kT))ⁿ.

For V > 0 the sign alternates with n; for V < 0 all αₙ are positive. For V = 0 the atoms are uncorrelated and αₙ = 0 for n ≥ 1. Otherwise |αₙ| = e^(−n/ξ), with the decay length in lattice spacings

ξ = −1/ln tanh|K|.

**4. From decaying correlations to absence of order**

Long-range order would mean that some periodic pattern of A and B persists through the whole chain. Its amplitude at wave vector q, in radians per spacing, is

m_q = (1/N) Σⱼ sⱼ e^(iqj).

Perfect alternation gives |m_q| = 1 at q = π. In the mean square, each phase factor has modulus 1, so replacing every term by its magnitude gives an upper bound. With r = |λ| and N even,

⟨|m_q|²⟩ ≤ (1/N) Σₙ (rⁿ + rᴺ⁻ⁿ)/(1 + rᴺ), n = 0 … N−1.

The first geometric sum is (1 − rᴺ)/(1 − r), and the second is r times that. Together,

⟨|m_q|²⟩ ≤ (1/N) · (1 + r)/(1 − r) · (1 − rᴺ)/(1 + rᴺ).

Since r = tanh|K|, the middle factor is (cosh|K| + sinh|K|)/(cosh|K| − sinh|K|) = e^(2|K|). The last factor does not exceed 1, so

⟨|m_q|²⟩ ≤ e^(2|K|)/N → 0 as N → ∞, for every q.

No pattern of any period survives. For V > 0 and q = π the phase factor cancels the alternating sign of αₙ, all terms are positive, and the first bound becomes an equality. For V < 0 the same happens at q = 0.

In diffuse scattering the corresponding quantity is S(q) = Σαₙe^(iqn), summed over all positive and negative n with α₋ₙ = αₙ. With z = λe^(iq) and z* its complex conjugate,

S(q) = 1/(1 − z) + z*/(1 − z*) = (1 − |z|²)/|1 − z|² = (1 − λ²)/(1 + λ² − 2λ cos q).

This is a peak of finite height e^(2|K|), at q = π for ordering and q = 0 for clustering. A superlattice Bragg peak would instead grow in proportion to N.

A boundary cannot impose order either. In the open chain of section 1, fix the first atom as A, so s₀ = 1. Then ⟨sₙ⟩ = ⟨s₀sₙ⟩ = λⁿ, and a distant atom has no memory of the pinned one.

**5. The cause, and the two temperature limits**

Call a bond wrong if it is of the unfavoured kind. It costs 2|V| more than a right one, so its probability in the open chain is

p = 1/(1 + e^(2|K|)), and |λ| = (1 − p) − p = 1 − 2p.

One wrong bond shifts the alternating pattern by one site all the way to the end of the chain, yet it costs 2|V| however long the shifted part is. At any T > 0, p is positive, the expected number p(N − 1) of wrong bonds grows without limit, and the pattern is cut into pieces of mean length 1/p = 1 + e^(2|K|).

At low temperature put x = e^(−2|K|). Then tanh|K| = (1 − x)/(1 + x), and

ln tanh|K| = ln(1 − x) − ln(1 + x) = −2(x + x³/3 + …).

To leading order ξ ≈ e^(2|K|)/2, with a relative error of about x²/3. In code, the equivalent form

ξ = 1/(2 artanh x), with x = e^(−2|K|),

is preferable, because tanh|K| rounds to 1 in floating-point arithmetic when x falls well below the machine precision.

At high temperature tanh K ≈ K, so α₁ ≈ −V/kT: short-range order fades as 1/T, and farther shells fade faster, as 1/Tⁿ.

The order of limits matters. If T → 0 at fixed N, the probability (1 − p)ᴺ⁻¹ of having no wrong bond tends to 1 and the open chain is perfectly ordered. If N → ∞ first, it is disordered at every T > 0. At T = 0 with V ≠ 0 the chain is ordered.

**6. Exactly half A**

A closed sample has a fixed number of atoms, N_A = N/2, rather than a mean composition of 1/2. To select such arrangements, multiply each site's weight by e^(iθs/2) and average over θ from −π to π. The larger eigenvalue becomes

Λ(θ) = e^(−K) cos(θ/2) + √(e^(2K) − e^(−2K) sin²(θ/2)).

For small θ, using cos(θ/2) ≈ 1 − θ²/8 and sin²(θ/2) ≈ θ²/4,

Λ(θ) ≈ 2 cosh K − (θ²/8)(e^(−K) + e^(−3K)) = 2 cosh K · (1 − e^(−2K)θ²/8).

Away from θ = 0 the phases cancel part of the sum and the eigenvalues are smaller in magnitude. The Nth power therefore confines the integral to θ² of order 1/N. By A-B symmetry the quantity averaged for αₙ is even in θ, so it departs from λⁿ by a term in θ². At fixed n the correction to αₙ is thus of order 1/N, once N is large compared with e^(2|K|). Shorter or colder chains are not yet in this regime: for V = 30 meV at 100 K, where e^(2K) ≈ 10³, the shift of α₅ is −0.0086 for N = 200 and −0.0077 for N = 400.

The same integral gives the probability that the open system has exactly half A:

P_half ≈ (1/2π) ∫ e^(−N e^(−2K) θ²/8) dθ = √(2e^(2K)/(πN)), for N ≫ e^(2|K|).

Outside this range the form fails: for V = 30 meV, 100 K and N = 200 it gives 1.8, while the exact probability is 0.99.

An average of a positive quantity over a subset of arrangements cannot exceed the full average divided by the subset's probability. At fixed composition, then, ⟨|m_q|²⟩ ≤ e^(2|K|)/(N P_half), which still vanishes, at least as fast as 1/√N. Long-range order remains absent.

**7. Worked example**

The parameters are rough round values in the regime of Cu-Au, which forms where gold wire is bonded to copper pads: V = 30 meV and spacing 0.27 nm. One set of pair energies with this V is E_AA = −300 meV, E_BB = −340 meV and E_AB = −380 meV:

V = (−300 − 340 + 760)/4 = 30 meV, μ_A − μ_B = −300 + 340 = 40 meV.

At 400 K, K = 0.8703 and e^(2K) = 5.70. Then

α₁ = −(5.70 − 1)/(5.70 + 1) = −0.70,

α₂ = 0.49, α₅ = −0.17,

ξ = −1/ln 0.7015 = 2.82 spacings = 0.76 nm.

An A atom has a B atom on a given side with probability (1 − α₁)/2 = 0.85. The wrong-bond probability is p = 1/6.70 = 0.149, or one wrong bond in 6.7. The same formulas at other temperatures give:

100 K: α₁ = −0.998, ξ = 143 nm
300 K: α₁ = −0.82, ξ = 1.37 nm
550 K: α₁ = −0.56, ξ = 0.47 nm
700 K: α₁ = −0.46, ξ = 0.35 nm

At 300 K the low-temperature form of ξ is already within 0.32 % of the full expression. At 700 K the high-temperature form gives α₁ ≈ −0.50 against −0.46.

The root-mean-square alternating order on a ring at 400 K is √(5.70/N): 0.24 for N = 100, 0.024 for N = 10⁴ and 0.0024 for N = 10⁶. A short piece can still appear ordered. Setting ξ = 10 nm gives tanh K = e^(−0.27/10) and T = 162 K; well below this, a 10 nm piece in equilibrium usually follows a single alternating pattern, though section 8 shows that atomic exchange may be far too slow to reach that state.

Fixing N_A = N/2 at 400 K, with the θ average done as a finite sum, shifts α₅ by −0.0055 for N = 200 and −0.0027 for N = 400. For V = −30 meV the shifts are −0.0200 and −0.0099. Both halve, nearly, when N doubles. In the clustering case the shift at N = 200 is 12 % of α₅ = 0.17, so short chains simulated at fixed composition need this correction.

**8. What the chain leaves out**

The largest omission for a real alloy is the coupling between rows. Real CuAu is a three-dimensional crystal and does order, below roughly 700 K. To estimate the effect, let neighbouring rows exert an alternating field h on a row, with energy −h Σ(−1)ʲsⱼ. For small h the alternating order is m = (h/kT) Σ(−1)ⁿαₙ = (h/kT)S(π) = h e^(2V/kT)/kT. If the rows produce h = g m, order sets in at

g e^(2V/kT)/kT = 1.

Four neighbouring rows coupled by 1 meV each, all compatible with the alternating pattern, give g = 4 meV. Solving numerically yields 346 K, so in this approximation a coupling thirty times weaker than V already gives order below 346 K. The estimate is too high: a Monte Carlo simulation of 8 × 8 such rows of 40 sites is ordered at 280 K and largely disordered at 346 K. In a face-centred cubic crystal with alternating A and B layers, take a row along which A and B alternate. Of the ten neighbours outside the row, six are unlike and four are like, a net two. Then g = 2V = 60 meV and the estimate is 1228 K, far above the real value. The mean-field treatment neglects fluctuations between rows, which matter in this lattice because not all neighbour pairs can be unlike. The chain result must not be used to predict whether a bulk alloy orders.

The remaining effects change the numbers within a chain; the comparisons are at 400 K with V held at 30 meV.

Second neighbours: add V₂sᵢsᵢ₊₂ and use a four-state transfer matrix whose states are pairs of adjacent atoms. Taking ξ from the ratio α₂₁/α₂₀ gives 4.06 spacings for V₂ = −3 meV and 1.87 for +3 meV, against 2.82 without it. A coupling one tenth of V thus changes ξ by +44 % or −34 %. It does not create long-range order: the square of this matrix has only positive entries, so its largest eigenvalue is separated from the rest and correlations still decay.

Composition: adjusting μ_A − μ_B numerically until c_A = 0.45 gives α₁ = −0.67 and ξ = 2.45 spacings, a decay length 13 % shorter.

Vibrations: treat each bond as a classical spring of stiffness κ in a chain under no tension. Integrating over its length multiplies the bond weight by √(2πkT/κ), whatever its rest length. If AA and BB springs are equal and AB springs are 1.2 times stiffer, the ratio of unlike to like weights changes from e^(2K) to e^(2K)/√1.2. This shifts K by −(ln 1.2)/4 and V by −1.6 meV, and α₁ becomes −0.68.

Kinetics: all formulas here assume equilibrium. With a rough exchange barrier of 1.8 eV and 10¹³ attempts per second, the exchange time e^(barrier/kT)/10¹³ s is about 5 × 10⁹ s at 400 K, or some 150 years. It falls to one hour at 548 K. After cooling over hours, the model chain would keep roughly the correlations of that temperature, α₁ ≈ −0.56 and ξ ≈ 0.47 nm, rather than the equilibrium values at 400 K. This freezing temperature depends on the barrier, the attempt rate and the cooling rate, and it applies only if cooling starts above it. The chain values do not carry over to a bulk CuAu part: 548 K lies below its ordering temperature, and in a face-centred cubic crystal of equal composition α₁ cannot fall below −1/3, because every tetrahedron of neighbouring atoms has at least two like pairs among its six.
